# The Coulomb Green function at the origin: divergences, levels and Sommerfeld factor: a numerical check

```python
"""Coulomb Green function at the origin, H = p^2/(2m) - alpha/r, hbar = 1.

G(r,0;E) = <r|(H-E)^(-1)|0>, kappa = sqrt(-2mE), nu = m alpha/kappa.
Result under test, for r -> 0:
  G = m/(2 pi r) - m kappa/(2 pi)
      - (m^2 alpha/pi) [ln(2 kappa r) + psi(1-nu) + 2 gamma - 1].
Its poles must give the s levels and |psi_n(0)|^2; its imaginary part at
E = k^2/(2m) + i0 must be (m k/2 pi) times the Sommerfeld factor.
A sharp momentum cutoff Lambda is tested as a second regulator.
Example: positronium in atomic units (reduced mass 1/2, alpha = 1).
"""
import math
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import digamma, eval_genlaguerre, roots_laguerre, zeta

mass = 0.5
alpha = 1.0
gamma_e = float(np.euler_gamma)
hartree_ev = physical_constants["Hartree energy in eV"][0]


def green_expansion(r, kappa, coupling=alpha):
    """Small-r closed formula; kappa may be complex."""
    kappa = complex(kappa)
    nu = mass * coupling / kappa
    bracket = np.log(2 * kappa * r) + digamma(1 - nu) + 2 * gamma_e - 1
    return (mass / (2 * np.pi * r) - mass * kappa / (2 * np.pi)
            - mass**2 * coupling / np.pi * bracket)


def green_ode(r, kappa, coupling=alpha):
    """G(r,0) from inward integration of u'' = (kappa^2 - 2 m alpha/r) u."""
    kappa = complex(kappa)
    nu = mass * coupling / kappa
    r_start = 40.0 / abs(kappa)
    z = 2 * kappa * r_start
    # Large-distance series of the decaying or outgoing solution.
    coeff, u, du = 1.0 + 0j, 0j, 0j
    for s in range(26):
        term = coeff * z**(-s)
        u += term
        du += 2 * kappa * term * (-0.5 + (nu - s) / z)
        coeff *= -(1 - nu + s) * (s - nu) / (s + 1)

    def rhs(x, y):
        return np.array([y[1], (kappa**2 - 2 * mass * coupling / x) * y[0]])

    sol = solve_ivp(rhs, (r_start, r), np.array([u, du]), method="DOP853",
                    rtol=1e-12, atol=1e-14)
    assert sol.success
    u, du = sol.y[:, -1]
    # Regular solution f = r + ...; its Wronskian with u equals u(0).
    c = [0j, 1.0 + 0j]
    for j in range(2, 60):
        c.append((kappa**2 * c[j-2] - 2*mass*coupling*c[j-1]) / (j*(j-1)))
    f = sum(c[j] * r**j for j in range(1, 60))
    df = sum(j * c[j] * r**(j-1) for j in range(1, 60))
    u_origin = u * df - du * f
    return mass / (2 * np.pi * r) * u / u_origin


# Exact radial solution: integral form (nu < 1) and Whittaker form (nu > 1).
kappa_half = 1.0
nu_half = mass * alpha / kappa_half
r_test = 0.7
z_test = 2 * kappa_half * r_test


def laplace_integrand(t):
    return math.exp(-z_test * t) * ((1 + t) / t)**nu_half


integral = (quad(laplace_integrand, 0, 1, epsabs=1e-12)[0]
            + quad(laplace_integrand, 1, np.inf, epsabs=1e-12)[0])
g_integral = (mass / (2*np.pi*r_test) * z_test
              * math.exp(-z_test / 2) * integral)
assert abs(g_integral - green_ode(r_test, kappa_half)) < 1e-8

energy = -0.1
kappa = math.sqrt(-2 * mass * energy)
nu = mass * alpha / kappa
whittaker = mp.gamma(1 - nu) * mp.whitw(nu, 0.5, 2 * kappa * r_test)
g_whittaker = mass / (2 * np.pi * r_test) * float(mp.re(whittaker))
assert abs(g_whittaker - green_ode(r_test, kappa)) < 1e-8

# Small-r expansion against the differential equation; error is O(r ln r).
k_wave = 0.5
kappa_complex = np.sqrt(-2 * mass * (0.1 + 0.2j))
cases = [(kappa, alpha), (-1j * k_wave, alpha),
         (kappa_complex, alpha), (0.5, -alpha), (-1j * k_wave, -alpha)]
for kap, coup in cases:
    assert abs(green_ode(1e-5, kap, coup)
               - green_expansion(1e-5, kap, coup)) < 1e-4

print("Positronium, non-relativistic Coulomb level, atomic units")
print("G unit: 1/(hartree bohr^3)")
print(f"reduced mass = {mass} m_e, alpha = {alpha} hartree bohr")
print(f"E = {energy} hartree: kappa = {kappa:.6f} 1/bohr, nu = {nu:.6f}")
print(f"psi(1-nu) = {digamma(1-nu):.6f}")
for r in (1e-1, 1e-2, 1e-3):
    exact, approx = green_ode(r, kappa).real, green_expansion(r, kappa).real
    print(f"r = {r:g} bohr: G radial eq. = {exact:.6f}, expansion = {approx:.6f}")
r = 1e-3
print(f"at r = {r:g} bohr: linear term = {mass/(2*np.pi*r):.6f}")
print(f"  kappa term = {-mass*kappa/(2*np.pi):.6f}")
print(f"  log term = {-mass**2*alpha/np.pi*math.log(2*kappa*r):.6f}")
rest = -mass**2 * alpha / np.pi * (digamma(1-nu) + 2*gamma_e - 1)
print(f"  psi term with constants = {rest:.6f}")

# One Coulomb exchange with both momenta below Lambda (ratio = Lambda/kappa).


def inner_integral(x):
    return quad(lambda t: x*x*t / (1 + x*x*t*t) * math.log((1+t)/(1-t)),
                0, 1, epsabs=1e-9, epsrel=1e-9, limit=200)[0]


ratio = 1000.0
double_integral = 2 * quad(
    lambda s: math.exp(2*s) / (1 + math.exp(2*s)) * inner_integral(math.exp(s)),
    -12, math.log(ratio), epsabs=1e-7, epsrel=1e-7, limit=200)[0]
exchange_numeric = 2 / np.pi**2 * double_integral
cut_constant = 7 * zeta(3) / (2 * np.pi**2)
exchange_formula = math.log(ratio / 2) - cut_constant
# The neglected terms are of order kappa/Lambda.
assert abs(exchange_numeric - exchange_formula) < 5 / ratio
print(f"cutoff constant 7 zeta(3)/(2 pi^2) = {cut_constant:.6f}")
print(f"one exchange / (m^2 alpha/pi), Lambda/kappa = {ratio:g}:")
print(f"  quadrature = {exchange_numeric:.6f}, formula = {exchange_formula:.6f}")

# Complete cutoff result: Sturmian sum with each function cut at Lambda.
n_terms = 4_000_000
n = np.arange(1, n_terms + 1, dtype=float)
print(f"full cutoff G at kappa = {kappa_half} 1/bohr, nu = {nu_half}:")
for ratio in (100.0, 400.0):
    delta = 2 * math.atan(1 / ratio)
    wave = np.sin(n * delta) / n
    overlap = 1 - (delta + 2 * np.cumsum(wave) - wave) / np.pi
    total = np.sum(n * overlap**2 / (n - nu_half))
    total += ratio**2 / (2 * np.pi**2 * n_terms)  # averaged tail of the sum
    formula = (ratio/np.pi - 0.5 + nu_half * (math.log(ratio/2)
               - cut_constant - digamma(1-nu_half) - gamma_e))
    assert abs(total - formula) < 10 / ratio
    scale = mass * kappa_half / np.pi
    print(f"  Lambda/kappa = {ratio:g}: sum = {scale*total:.5f}, "
          f"formula = {scale*formula:.5f}")

# Levels and contact densities by diagonalization in a Laguerre basis.
n_basis, lam = 25, 0.3
x, w = roots_laguerre(45)
radius = x / (2 * lam)
weight = w / (2 * lam)
functions, slopes, origin = [], [], []
for j in range(n_basis):
    norm = (2*lam)**1.5 / math.sqrt((j+1) * (j+2))
    lag = eval_genlaguerre(j, 2, x)
    dlag = -eval_genlaguerre(j-1, 3, x) if j > 0 else np.zeros_like(x)
    functions.append(norm * radius * lag)
    slopes.append(norm * ((1 - lam*radius)*lag + 2*lam*radius*dlag))
    origin.append(norm * (j+1) * (j+2) / 2)
functions, slopes, origin = map(np.array, (functions, slopes, origin))
overlap_matrix = (functions * weight) @ functions.T
hamiltonian = ((slopes * weight) @ slopes.T / (2*mass)
               - alpha * (functions * weight / radius) @ functions.T)
levels, vectors = eigh(hamiltonian, overlap_matrix)
densities = (origin @ vectors)**2 / (4 * np.pi)

print("s levels: pole of G, diagonalization; density from residue, diag.")
angles = 2 * np.pi * np.arange(400) / 400
for level in range(1, 4):
    e_diag, rho_diag = levels[level-1], densities[level-1]
    step = 0.2 * abs(e_diag) * np.exp(1j * angles)
    contour = 1.05 * e_diag + step
    values = np.array([green_expansion(1.0, np.sqrt(-2*mass*e))
                       for e in contour])
    residue = np.mean(values * step)
    pole = (np.mean(contour * values * step) / residue).real
    rho = -residue.real
    assert abs(pole - e_diag) < 1e-7 and abs(rho - rho_diag) < 1e-6
    assert abs(pole + mass*alpha**2/(2*level**2)) < 1e-9
    assert abs(rho - (mass*alpha)**3/(np.pi*level**3)) < 1e-9
    print(f"  n={level}: {pole:.7f}, {e_diag:.7f} hartree; "
          f"{rho:.7f}, {rho_diag:.7f} 1/bohr^3")
    print(f"       level = {pole*hartree_ev:.5f} eV")

# Sommerfeld factor from the outgoing solution of the radial equation.


def sommerfeld(k, coupling=alpha):
    y = 2 * np.pi * mass * coupling / k
    return y / (-np.expm1(-y))


for coup, name in ((alpha, "attractive"), (-alpha, "repulsive")):
    im_ode = green_ode(1e-5, -1j*k_wave, coup).imag
    im_formula = green_expansion(1e-5, -1j*k_wave, coup).imag
    s_ode = im_ode * 2 * np.pi / (mass * k_wave)
    s_formula = sommerfeld(k_wave, coup)
    assert abs(s_ode / s_formula - 1) < 1e-4
    assert abs(im_formula * 2*np.pi/(mass*k_wave) - s_formula) < 1e-10
    print(f"{name}, k = {k_wave} 1/bohr, eta = {mass*coup/k_wave:g}:")
    print(f"  Im G = {im_formula:.6f}; S radial eq. = {s_ode:.5f}, "
          f"formula = {s_formula:.5f}")
print(f"E at this k = {k_wave**2/(2*mass):.4f} hartree")
k_small = 0.01
im_small = green_expansion(1.0, -1j * k_small).imag
assert abs(im_small - mass**2 * alpha) < 1e-8
print(f"attractive Im G at k = {k_small} 1/bohr: {im_small:.6f}")

# Regulator-free energy difference from the full spectrum.
energy_ref = -1.0
kappa_ref = math.sqrt(-2 * mass * energy_ref)
difference = (green_expansion(1.0, kappa)
              - green_expansion(1.0, kappa_ref)).real


def kernel(e):
    return 1 / (e - energy) - 1 / (e - energy_ref)


n_bound = np.arange(1, 20001, dtype=float)
bound = np.sum((mass*alpha)**3 / (np.pi*n_bound**3)
               * kernel(-mass*alpha**2 / (2*n_bound**2)))


def continuum_integrand(k):
    return k*k/(2*np.pi**2) * sommerfeld(k) * kernel(k*k/(2*mass))


continuum = (quad(continuum_integrand, 0, 1, epsabs=1e-11)[0]
             + quad(continuum_integrand, 1, np.inf, epsabs=1e-11)[0])
assert abs(bound + continuum - difference) < 1e-7
print(f"G({energy}) - G({energy_ref}), energies in hartree:")
print(f"  bound = {bound:.7f}, continuum = {continuum:.7f}")
print(f"  spectral sum = {bound+continuum:.7f}, formula = {difference:.7f}")
print("all good")
```

It prints:

```
Positronium, non-relativistic Coulomb level, atomic units
G unit: 1/(hartree bohr^3)
reduced mass = 0.5 m_e, alpha = 1.0 hartree bohr
E = -0.1 hartree: kappa = 0.316228 1/bohr, nu = 1.581139
psi(1-nu) = -0.708886
r = 0.1 bohr: G radial eq. = 1.017314, expansion = 1.034424
r = 0.01 bohr: G radial eq. = 8.376970, expansion = 8.379630
r = 0.001 bohr: G radial eq. = 80.182231, expansion = 80.182589
at r = 0.001 bohr: linear term = 79.577472
  kappa term = -0.025165
  log term = 0.586160
  psi term with constants = 0.044122
cutoff constant 7 zeta(3)/(2 pi^2) = 0.426278
one exchange / (m^2 alpha/pi), Lambda/kappa = 1000:
  quadrature = 5.789603, formula = 5.788330
full cutoff G at kappa = 1.0 1/bohr, nu = 0.5:
  Lambda/kappa = 100: sum = 5.36935, formula = 5.37419
  Lambda/kappa = 400: sum = 20.68112, formula = 20.68268
s levels: pole of G, diagonalization; density from residue, diag.
  n=1: -0.2500000, -0.2500000 hartree; 0.0397887, 0.0397887 1/bohr^3
       level = -6.80285 eV
  n=2: -0.0625000, -0.0625000 hartree; 0.0049736, 0.0049736 1/bohr^3
       level = -1.70071 eV
  n=3: -0.0277778, -0.0277778 hartree; 0.0014737, 0.0014737 1/bohr^3
       level = -0.75587 eV
attractive, k = 0.5 1/bohr, eta = 1:
  Im G = 0.250468; S radial eq. = 6.29491, formula = 6.29494
repulsive, k = 0.5 1/bohr, eta = -1:
  Im G = 0.000468; S radial eq. = 0.01176, formula = 0.01176
E at this k = 0.2500 hartree
attractive Im G at k = 0.01 1/bohr: 0.250000
G(-0.1) - G(-1.0), energies in hartree:
  bound = -0.1559973, continuum = 0.2021873
  spectral sum = 0.0461900, formula = 0.0461900
all good
```
